Multipole expansion of the retarded kernel cos(w r12)/r12

**1. The form fixed by symmetry and dimension**

Two electrons at radii r1 and r2 are a distance R = r12 apart, and u is the cosine of the angle between their position vectors:

R² = r1² + r2² − 2 r1 r2 u. (1)

The function cos(wR)/R is the scalar kernel of the frequency-dependent Breit interaction. Here w > 0 is a wave number, so wR is dimensionless and the kernel is an inverse length. A common rotation of both electrons leaves R unchanged, so the kernel depends on the angles through u alone and can be expanded in Legendre polynomials P_L(u). By dimension, each coefficient is w times a function of w r1 and w r2, symmetric under exchange of the electrons. The kernel also obeys the Helmholtz equation in either position as long as R > 0, which suggests products of spherical Bessel functions. With r< and r> the smaller and larger radius, the result to be proved for r1 ≠ r2 is

cos(wR)/R = −w Σ_L (2L+1) j_L(w r<) y_L(w r>) P_L(u), L = 0, 1, 2, … (2)

The Bessel functions are normalized by their behaviour at small x, with (−1)!! = 1:

j_L(x) ≈ x^L/(2L+1)!!, y_L(x) ≈ −(2L−1)!!/x^(L+1). (3)

In particular y_0(x) = −cos x/x. The outgoing combination is h_L = j_L + i y_L.

In Rydberg atomic units ħ = 1, e² = 2 and c = 2/α, where α is the fine-structure constant. An exchanged energy ΔE, in Ry, therefore gives

w = ΔE/c = α ΔE/2 per bohr. (4)

**2. The Green function and its boundary condition**

Consider the outgoing wave

G = exp(iwR)/R. (5)

For a function of R alone, ∇²G = (1/R) d²(RG)/dR². Since RG = exp(iwR), this equals −w²G for R > 0. The flux of ∇G through a small sphere around R = 0 is

4πR² dG/dR = 4π(iwR − 1) exp(iwR) → −4π as R → 0, (6)

while the integral of w²G over the enclosed ball vanishes as R². Hence

(∇² + w²)G = −4πδ(**r** − **r**'). (7)

The real part cos(wR)/R obeys the same equation, but so does cos(wR)/R + a sin(wR)/R for any real a, because sin(wR)/R is regular and source-free. Equation (7) alone cannot select the cosine. The outgoing condition can select G, so G is expanded first and the real part is taken afterwards.

To state that condition, hold r' fixed and let r grow. From (1), ∂R/∂r = (r − r'u)/R = 1 + O(1/r²), and therefore

(∂/∂r − iw)G = [iw(∂R/∂r − 1) − (1/R)∂R/∂r] G = O(1/r²), (8)

uniformly in u. An incoming wave exp(−iwr)/r would leave a term of order 1/r.

**3. The radial equation**

Define the projection

g_L(r,r') = ½ ∫ G P_L(u) du, u from −1 to 1. (9)

Because ∫ P_L P_K du = 2δ_LK/(2L+1), the Legendre series is

G = Σ_L (2L+1) g_L(r,r') P_L(u). (10)

For r ≠ r', R vanishes only at u = (r² + r'²)/(2rr') > 1. Thus G is analytic in u in a neighbourhood of the interval [−1,1], and its Legendre series converges to it there.

Put **r**' on the polar axis. For r ≠ r',

∂²G/∂r² + (2/r)∂G/∂r + (1/r²) ∂/∂u[(1−u²)∂G/∂u] + w²G = 0. (11)

Multiply by P_L/2 and integrate over u. Two integrations by parts move the angular operator onto P_L; the boundary terms vanish because they contain 1 − u². Since d/du[(1−u²)dP_L/du] = −L(L+1)P_L,

g_L'' + (2/r)g_L' + [w² − L(L+1)/r²] g_L = 0, r ≠ r', (12)

where primes on g_L are derivatives with respect to r.

**4. The source as a jump in slope**

The behaviour at r = r' follows from changing the integration variable in (9) from u to R. Equation (1) gives du = −R dR/(rr'). The limits u = 1 and u = −1 become R = |r − r'| and R = r + r', so

g_L = [1/(2rr')] ∫ exp(iwR) P_L(U) dR, R from |r − r'| to r + r', (13)

with U = (r² + r'² − R²)/(2rr'). The factor 1/R has cancelled, and g_L is visibly continuous at r = r'.

In the derivative with respect to r, the prefactor, the integrand and the upper limit give contributions that are continuous at r = r'. The lower limit, where U = 1 and P_L(1) = 1, contributes

−[1/(2rr')] exp(iw|r − r'|) sgn(r − r'). (14)

This goes from +1/(2r'²) just below r' to −1/(2r'²) just above it. Hence

g_L'(r'+0) − g_L'(r'−0) = −1/r'². (15)

The jump has the same strength for every L, as expected for a point source.

**5. Matching the solutions**

The solutions of (12) are spherical Bessel functions of x = wr. For r < r', g_L is finite at r = 0, which excludes y_L and leaves A j_L(wr). For r > r', substitute the trial solution (exp(ix)/x) Σ_k a_k x^(−k) into the Bessel equation. Collecting equal powers gives

a_(k+1) = i (L−k)(L+k+1) a_k/[2(k+1)]. (16)

The sum ends at k = L, with a_L = i^L (2L−1)!! a_0. The choice a_0 = (−i)^(L+1) gives a_L = −i(2L−1)!!, so the imaginary part of this solution behaves as −(2L−1)!!/x^(L+1) at small x. That imaginary part is y_L; this completes (3), which by itself leaves y_L free up to a multiple of j_L. The real part solves the same real equation and has no x^(−L−1) term, so it is a multiple β j_L. The Wronskian of the real and imaginary parts, multiplied by x², is constant by (18) below. At large x, where the solution tends to a_0 exp(ix)/x, it equals |a_0|² = 1, and at small x it equals β by (19). Hence β = 1 and the solution is h_L = j_L + i y_L. Thus h_L is outgoing and its complex conjugate is incoming. Condition (8), integrated over u, excludes the latter, leaving B h_L(wr).

Continuity requires A j_L(wr') = B h_L(wr'). It is satisfied by A = C h_L(wr') and B = C j_L(wr'), so

g_L = C j_L(w r<) h_L(w r>). (17)

The constant follows from the Wronskian W = j_L y_L' − j_L' y_L, with primes now denoting d/dx. The Bessel equation gives

d(x²W)/dx = j_L (x²y_L')' − y_L (x²j_L')' = 0, (18)

so x²W is constant. At small x, (3) gives

x²W = [(L+1) + L] (2L−1)!!/(2L+1)!! = 1. (19)

The j_L part of h_L cancels in its Wronskian with j_L, so j_L h_L' − j_L' h_L = iW = i/x². The slope jump of (17) must equal (15):

C w · i/(w²r'²) = −1/r'², hence C = −w/i = iw. (20)

The far field provides a second route to this factor. At large r, R ≈ r − r'u, so G ≈ exp(iwr) exp(−iwr'u)/r. Its projection follows from the plane-wave integral

j_L(x) = [(−i)^L/2] ∫ exp(ixu) P_L(u) du, u from −1 to 1, (21)

whose complex conjugate gives g_L ≈ (−i)^L j_L(wr') exp(iwr)/r. Equation (17) gives C j_L(wr') (−i)^(L+1) exp(iwr)/(wr), and equating the two again yields C = iw. Equation (21) itself is justified in Section 6.

**The expansion.** Equations (10), (17) and (20) give

exp(iwR)/R = iw Σ_L (2L+1) j_L(w r<) h_L(w r>) P_L(u). (22)

Since i(j_L + i y_L) = i j_L − y_L, the real part is (2). The imaginary part is

sin(wR)/R = w Σ_L (2L+1) j_L(w r<) j_L(w r>) P_L(u), (23)

which contains only regular functions, in keeping with its lack of a source. The sign in (2) can be checked at L = 0: the real part of (13) is

[sin w(r>+r<) − sin w(r>−r<)]/(2w r< r>) = sin(w r<) cos(w r>)/(w r< r>), (24)

which is −w j_0(w r<) y_0(w r>).

**6. Convergence and truncation**

A bound on the terms is needed before a limit can be taken inside the sum. Insert P_L = [1/(2^L L!)] d^L(u²−1)^L/du^L into the right side of (21) and integrate by parts L times. The boundary terms vanish, and the result is

j_L(x) = [x^L/(2^(L+1) L!)] ∫ exp(ixu) (1−u²)^L du. (25)

This also proves (21): the projection of a plane wave is a regular solution of the radial equation, hence proportional to j_L. As x → 0, the integral becomes ∫(1−u²)^L du = 2^(2L+1)(L!)²/(2L+1)!, which gives x^L/(2L+1)!! and fixes the proportionality factor as one. Since |exp(ixu)| = 1,

|j_L(x)| ≤ x^L/(2L+1)!!. (26)

For h_L, iterating (16) gives |a_k| = (L+k)!/[2^k k!(L−k)!]. With m = L − k,

x^(L+1)|h_L(x)| ≤ Σ_m (2L−m)! x^m/[2^(L−m) m!(L−m)!], m = 0, …, L. (27)

The coefficient at m = 0 is (2L)!/(2^L L!) = (2L−1)!!. The coefficient of x^m, divided by this number, is 1/m! times the product of the factors 2(L−i)/(2L−i) for i = 0, …, m−1. None of these factors exceeds one. Therefore

|h_L(x)| ≤ (2L−1)!! exp(x)/x^(L+1). (28)

Combining (26) and (28), the double factorials cancel against 2L+1 and the powers of w cancel as well:

w(2L+1)|j_L(w r<) h_L(w r>)| ≤ exp(w r>) r<^L/r>^(L+1). (29)

Let q = r</r> < 1. Because |P_L(u)| ≤ 1, the series converges absolutely, and the error after the term L = N is at most

exp(w r>) q^(N+1)/[r>(1−q)]. (30)

At equal radii q = 1 and this argument gives no convergence, which is why that case is excluded here.

**7. The static limit**

Keep r1 and r2 fixed and let w → 0. For 0 < w ≤ w0, the right side of (29) is at most exp(w0 r>) r<^L/r>^(L+1), a summable bound independent of w. The limit may therefore be taken term by term. From (3),

−w(2L+1) · (w r<)^L/(2L+1)!! · [−(2L−1)!!/(w r>)^(L+1)] = r<^L/r>^(L+1). (31)

The left side of (2) tends to 1/R, so

1/R = Σ_L [r<^L/r>^(L+1)] P_L(u). (32)

This is the Coulomb multipole expansion.

The first retardation correction tests more than the leading powers. Insert x^s(1 + bx² + …) into the Bessel equation. The next power requires

b[(s+2)(s+3) − L(L+1)] = −1. (33)

For j_L, s = L and b = −1/[2(2L+3)]. For y_L, s = −L−1 and b = 1/[2(2L−1)]. Each radial term in (2) is thus

[r<^L/r>^(L+1)] {1 + w²r>²/[2(2L−1)] − w²r<²/[2(2L+3)] + O(w⁴)}. (34)

At this order the monopole is reduced, since 2L−1 = −1 for L = 0. For L ≥ 1 the radial factor is increased, because r> > r< and 2L−1 < 2L+3.

The w² parts must sum to −w²R/2, the second term of cos(wR)/R. To verify this, write R = R² · (1/R), use (1) and (32), and apply (2L+1)uP_L = (L+1)P_(L+1) + L P_(L−1). The coefficient of P_L in R is

[r<^L/r>^(L−1)] [1 − 2L/(2L−1)] + [r<^(L+2)/r>^(L+1)] [1 − 2(L+1)/(2L+3)]
= −r<^L/[(2L−1) r>^(L−1)] + r<^(L+2)/[(2L+3) r>^(L+1)]. (35)

Multiplication by −w²/2 reproduces the w² part of (34).

The relative error of the static kernel is about (wR)²/2, and R can approach 2r>. By (34), the separate multipole terms are close to their static values when w r> is small; a small w alone is not enough. At fixed w and growing r>, cos(wR) oscillates while the Coulomb kernel keeps its sign.

**8. Example: the 1s and 2p shells of selenium**

Exchange between deep shells involves a large energy difference at small distances, so neither factor in wR settles by itself whether retardation matters. A nonrelativistic triplet ROHF calculation for the Se atom in the cc-pVDZ basis gives orbital energies of −921.840 Ry for 1s and −108.637 Ry for 2p (mean), a difference of 813.204 Ry before rounding. The last digits depend on the basis: cc-pVQZ raises both energies by about 0.1 Ry and gives a difference of 813.197 Ry, which leaves w unchanged to the digits shown below and lowers the kernel by 0.001 Ry. With c = 274.072,

w = 813.204/274.072 = 2.967 bohr⁻¹.

Place one point at the 1s rms radius, 0.05205 bohr, and the other at the 2p rms radius, 0.19098 bohr, with 60° between them. Then

R = (0.05205² + 0.19098² − 0.05205 × 0.19098)^(1/2) = 0.1710 bohr,

and w r< = 0.154, w r> = 0.567, wR = 0.507. With e² = 2 the kernel as an energy is

2 cos(0.5074)/0.1710 = 10.222 Ry = 139.08 eV,

against a static value of 2/0.1710 = 11.696 Ry. The terms of the two expansions, each including P_L(½), are:

L = 0: 8.8005 Ry, static 10.4724 Ry
L = 1: 1.6344 Ry, static 1.4272 Ry
L = 2: −0.1027 Ry, static −0.0973 Ry
L = 3: −0.0957 Ry, static −0.0928 Ry

The monopole falls and the magnitudes of the higher terms rise, as (34) predicts. The sum through L = 6 is 10.2222 Ry. It differs from the closed form by 2.1 × 10⁻⁴ Ry, within the bound of 2.8 × 10⁻³ Ry from (30) multiplied by e² = 2.

Retardation changes the kernel by −1.473 Ry, or −12.6 percent of the static value. The leading estimate, −w²R after multiplication by e² = 2, is −1.505 Ry. The next term of the cosine series, +w⁴R³/12 = +0.032 Ry, accounts for the difference at this precision.

The digits serve to compare the expansion with its closed form; they do not measure the accuracy of the atomic model, which omits relativity and correlation and uses a finite basis. A scalar-relativistic (spin-free X2C) calculation in the uncontracted cc-pVDZ basis raises the difference to 826.9 Ry and w to 3.017 bohr⁻¹, and changes the retardation figure to −12.8 percent. The 12.6 percent belongs to the scalar kernel at one chosen geometry, and neither its size nor its sign carries over to the 1s–2p exchange integral. There the product density 1s·2p appears at both points and has pure L = 1 angular form, so the scalar kernel enters through its L = 1 term alone. The monopole, which makes the total change negative, drops out, and the L = 1 term is raised by retardation, by 14.5 percent at the radii above. A Breit energy would also require the Dirac matrices and integrals over the orbitals, and in Coulomb gauge a further retardation term. The numerical check compares the projections, the slope jump, the complete sums and the static limit with independent evaluations.

Calculated quantities

```
Tests
largest projection error: 5.5e-15 bohr^-1
largest slope-jump error: 6.6e-11 bohr^-2
largest error of cosine sum: 4.4e-16 bohr^-1
largest term/bound ratio: 0.8517
Se atom, nonrelativistic triplet ROHF/cc-pVDZ
1s orbital energy: -921.840 Ry
2p orbital energy (mean): -108.637 Ry
spread of 2p energies: 0.0038 Ry
energy difference: 813.204 Ry
speed of light 2/alpha: 274.0720 Rydberg units
wave number w: 2.96712 bohr^-1
rms radius 1s: 0.05205 bohr
rms radius 2p: 0.19098 bohr
angle: 60 degrees
distance R: 0.17100 bohr
w r<: 0.15445
w r>: 0.56666
w R: 0.50738
ratio r</r>: 0.27257
L, term (Ry), static term (Ry), partial sum (Ry)
0 8.800452 10.472364 8.800452
1 1.634371 1.427207 10.434824
2 -0.102677 -0.097252 10.332146
3 -0.095713 -0.092777 10.236434
4 -0.017079 -0.016708 10.219355
5 0.001440 0.001415 10.220794
6 0.001407 0.001388 10.222202
closed form 2cos(wR)/R: 10.222415 Ry
closed form 2cos(wR)/R: 139.083 eV
static value 2/R: 11.695848 Ry
truncation error: 2.13e-04 Ry
truncation bound: 2.84e-03 Ry
retardation change: -1.473433 Ry
leading estimate -w^2 R: -1.505454 Ry
relative change: -12.598 percent
```
